# Why s-polarised eddy-current heat dominates between metals at submicrometre gaps

## Result

Take two thick, smooth, nonmagnetic Drude metals facing each other across a vacuum gap $d$. For a gold-like metal at 300 K, s-polarised evanescent waves carry more heat than all other electromagnetic waves together, from gaps of about 10 nm up to about 1 µm. At 100 nm their share is 99 %.

The reason lies in the kind of near field. An s wave has its electric field parallel to the surfaces, and at short wavelength it is mostly magnetic. A slowly varying magnetic field enters a nonmagnetic metal and drives eddy currents there, which heat it. A p wave is mostly electric at short wavelength, and surface charge screens its normal electric field by the factor $1/\varepsilon$. In the example below, the little p heat that is left comes almost wholly from currents along the surface. For in-plane structure much coarser than the penetration depth but finer than $c/\omega$, the absorption factors differ by

$$\frac{\mathrm{Im}\,r_s}{\mathrm{Im}\,r_p}\simeq\left(\frac{c\kappa_0}{\omega}\right)^2 ,\qquad(1)$$

where $\kappa_0$ is the decay constant in vacuum. For waves that decay over about the width of the gap it is of order $1/d$, and the ratio is then large when $d$ is above the penetration depth and far below $c/\omega$. In narrower gaps (1) overestimates the ratio. The p heat that remains comes mainly from waves with much smaller $\kappa_0$. Above a gap of about 20 nm the s heat falls faster with distance than the p heat, and this ends its dominance at large gaps.

## Fields and absorption

The algebra uses atomic units with $k_B=1$, fields $\propto e^{ikx-i\omega t}$, and $k_0=\omega/c$. With noise current $\mathbf j$, Maxwell's equations are $\nabla\times\mathbf E=ik_0\mathbf H$ and $\nabla\times\mathbf H=-ik_0\varepsilon\mathbf E+(4\pi/c)\mathbf j$. The metal has

$$\varepsilon=1-\frac{\omega_p^2}{\omega(\omega+i\gamma)},\quad \kappa_0^2=k^2-k_0^2,\quad \kappa_1^2=k^2-\varepsilon k_0^2=\kappa_0^2+(1-\varepsilon)k_0^2 ,$$

with $\mathrm{Re}\,\kappa_1>0$. Its conductivity has real part $\sigma'=\omega\,\mathrm{Im}\,\varepsilon/4\pi$.

Let the metal fill $z>0$, and let $F$ be $E_y$ for s waves or $H_y$ for p waves. Outside, $F=e^{-\kappa_0z}+re^{\kappa_0z}$; inside, $F=(1+r)e^{-\kappa_1z}$. Put $g=1$ for s and $g=1/\varepsilon$ for p. Continuity of the tangential fields means that $F$ and $gF'$ are continuous, so $g\kappa_1(1+r)=\kappa_0(1-r)$ and

$$r_s=\frac{\kappa_0-\kappa_1}{\kappa_0+\kappa_1},\qquad r_p=\frac{\varepsilon\kappa_0-\kappa_1}{\varepsilon\kappa_0+\kappa_1}.$$

The normal magnetic field just inside, relative to the incident one, is $1+r_s$. The normal electric field is $(1+r_p)/\varepsilon$.

To connect $r$ with heat, multiply $gF''=g\kappa_1^2F$ by $F^*$ and integrate over the metal:

$$-gF^*F'\big|_{0}=\int_0^\infty g\left(|F'|^2+\kappa_1^2|F|^2\right)dz .$$

The left side is $\kappa_0(1-r)(1+r^*)$. For real $\kappa_0$ its imaginary part is $-2\kappa_0\,\mathrm{Im}\,r$. On the right, use $\mathrm{Im}\,\kappa_1^2=-k_0^2\,\mathrm{Im}\,\varepsilon$ for s. For p, $g\kappa_1^2=k^2/\varepsilon-k_0^2$ and $\mathrm{Im}(1/\varepsilon)=-\mathrm{Im}\,\varepsilon/|\varepsilon|^2$. Hence $2\kappa_0\,\mathrm{Im}\,r=J$, with

$$J_s=k_0^2\,\mathrm{Im}\,\varepsilon\int|E|^2dz,\qquad J_p=\frac{\mathrm{Im}\,\varepsilon}{|\varepsilon|^2}\int\left(|H'|^2+k^2|H|^2\right)dz .$$

Outside noise sources $|\mathbf E|^2=(|H'|^2+k^2|H|^2)/(k_0^2|\varepsilon|^2)$ for p waves. In both cases the Joule heat $\sigma'\int|\mathbf E|^2dz$ for incident amplitude $a$ is therefore

$$\frac{c^2}{4\pi\omega}\,J\,|a|^2. \qquad(2)$$

So $\mathrm{Im}\,r_s$ measures eddy-current heating.

## From thermal noise to heat flow

**Noise strength.** Let a mean square be $\int_{-\infty}^{\infty}S\,d\omega/2\pi$. Connect a small resistance $R$, with noise voltage spectrum $S_V$, to an inductance $L$ and a capacitance in series. Near each of the two resonances $\pm\omega_0$ the impedance squared is $R^2+4L^2(\omega\mp\omega_0)^2$, so each contributes $S_V/(4RL)$ to the mean square current. Magnetic and electric energies are equal, and the total energy is $L\langle I^2\rangle=S_V/(2R)$. In equilibrium it must equal that of an oscillator, $\Theta=\omega/(e^{\omega/T}-1)$, apart from the zero-point part. That part does not depend on $T$ and cancels in the net flow. Thus $S_V=2R\Theta$.

For an element with impedance $Z$ and $R=\mathrm{Re}\,Z$, the equivalent noise current has $S_I=S_V/|Z|^2=2\Theta\,\mathrm{Re}(1/Z)$. A metal cell of cross-section $A$ and length $l$ has $\mathrm{Re}(1/Z)=\sigma'A/l$, so its current density $I/A$ has spectrum $2\sigma'\Theta/(Al)$. In a local medium the cells are independent. Each component of $\mathbf j$ therefore has spectrum $2\sigma'\Theta\,\delta(\mathbf r-\mathbf r')$.

**Emission.** Let metal 1 fill $z<0$. Its noise produces $F=Ce^{-\kappa_0z}$ in vacuum. Maxwell's equations give $-(gF')'+g\kappa_1^2F=S$, where

$$S_s=\frac{4\pi ik_0}{c}j_y,\qquad S_p=\frac{4\pi}{c}\left[\left(\frac{j_x}{\varepsilon}\right)'-\frac{ikj_z}{\varepsilon}\right].$$

Let $u$ be the source-free solution for a unit wave incident on this metal from vacuum. Multiply the equation for $F$ by $u$, subtract $F$ times the equation for $u$, and integrate over the metal. The surface term is $-g(uF'-Fu')$. At $z=0^+$ it equals $C\kappa_0[(1+r)+(1-r)]=2\kappa_0C$, so

$$2\kappa_0C=\int uS\,dz .$$

For p, integration by parts moves the derivative from $j_x/\varepsilon$ to $u$. Averaging over the noise then produces the same integral $J_1$ as absorption, for either polarisation:

$$S_C=\frac{1}{4|\kappa_0|^2}\frac{16\pi^2}{c^2}\frac{\omega\Theta}{2\pi}J_1=\frac{2\pi\omega\Theta}{c^2|\kappa_0|^2}J_1 .$$

**Transfer.** After repeated reflections the amplitude incident on metal 2 is $Ce^{-\kappa_0d}/(1-r_1r_2e^{-2\kappa_0d})$. Insert this in (2). The prefactors multiply to $\Theta J_1J_2/(2|\kappa_0|^2)$, and adding the equal contributions of positive and negative frequencies removes the 2. With $J=2\kappa_0\,\mathrm{Im}\,r$, evanescent waves have

$$\mathcal T=\frac{4\,\mathrm{Im}\,r_1\,\mathrm{Im}\,r_2\,e^{-2\kappa_0d}}{|1-r_1r_2e^{-2\kappa_0d}|^2}.\qquad(3)$$

For propagating waves put $\kappa_0=-ik_z$. The imaginary part taken above then gives $J=k_z(1-|r|^2)$, so the numerator becomes $(1-|r_1|^2)(1-|r_2|^2)$. For a small temperature difference the heat coefficient is

$$h=\int_0^\infty\frac{d\omega}{2\pi}\frac{\partial\Theta}{\partial T}N(\omega),\qquad N=\sum_{s,p}\int\frac{k\,dk}{2\pi}\,\mathcal T .$$

$N$ is the number of fully open channels per area. Setting $\mathcal T=1$ for all propagating waves gives $N=k_0^2/2\pi$ and the blackbody coefficient, 6.12 W/(m²K) at 300 K.

Equation (3) and its propagating form were tested by summing Joule heat from discretised noise sources, for metals with $\varepsilon=-5+4i$ and $-3+6i$, a gap $0.6/k_0$, and $k/k_0=0.5$ and 1.5. The largest relative difference was $2\times10^{-4}$.

## First contribution: s waves at small gaps

For equal metals let $d\to0$. From $r_s$,

$$\mathrm{Im}\,r_s=-\frac{2\kappa_0\,\mathrm{Im}\,\kappa_1}{|\kappa_0+\kappa_1|^2},\qquad 1-r_s^2=\frac{4\kappa_0\kappa_1}{(\kappa_0+\kappa_1)^2},$$

and (3) becomes $\mathcal T_s=(\mathrm{Im}\,\kappa_1/|\kappa_1|)^2$. Write $x=\kappa_0^2$, $k_p=\omega_p/c$, and

$$\kappa_1^2=x+\alpha-i\beta,\qquad \alpha-i\beta=(1-\varepsilon)k_0^2=k_p^2\frac{\omega}{\omega+i\gamma}.$$

The phase of $\kappa_1$ is half that of $\kappa_1^2$, and $\sin^2(\theta/2)=(1-\cos\theta)/2$. Since $k\,dk=dx/2$,

$$N_s=\frac1{8\pi}\int_0^\infty\left[1-\frac{x+\alpha}{\sqrt{(x+\alpha)^2+\beta^2}}\right]dx=\frac{\sqrt{\alpha^2+\beta^2}-\alpha}{8\pi}.$$

With $s=\omega/\sqrt{\omega^2+\gamma^2}$ one has $\alpha=k_p^2s^2$ and $\sqrt{\alpha^2+\beta^2}=k_p^2s$, so

$$N_s(d\to0)=\frac{k_p^2}{8\pi}(s-s^2).\qquad(4)$$

The s heat saturates: finer magnetic structure passes through the metal with little absorption, so a narrower gap opens no unlimited supply of channels. At $\omega\ll\gamma$, (4) becomes $\omega/(8\pi D)$, where $D=c^2\gamma/\omega_p^2$ is the magnetic diffusivity. At these low frequencies better conductivity raises the heat. At $\omega\gg\gamma$, $s-s^2\simeq\gamma^2/2\omega^2$, and the heat vanishes with the damping. Penetration alone is not enough; the induced current must also be damped. In the thermal sum for the example below, this second trend wins: halving the damping lowers the s heat.

## Second contribution: s waves at large gaps

Let $q=k_0\sqrt{1-\varepsilon}$, so that $1/|q|$ sets the penetration depth for coarse fields. If $d\gg1/|q|$, the important waves have $\kappa_0\ll|q|$ and $\kappa_1\simeq q$. Then $r_s\simeq-1+2\kappa_0/q$, so $\mathrm{Im}\,r_s\simeq2\kappa_0\,\mathrm{Im}(1/q)$. Put $r_s^2\simeq1$ in the denominator of (3) and $y=2\kappa_0d$:

$$N_s\simeq\frac{8}{\pi}\left[\mathrm{Im}\frac1q\right]^2\frac1{16d^4}\int_0^\infty\frac{y^3e^{-y}}{(1-e^{-y})^2}dy .$$

Integration by parts turns the integral into $3\int_0^\infty y^2/(e^y-1)\,dy=6\zeta(3)$, hence

$$N_s\simeq\frac{3\zeta(3)}{\pi d^4}\left[\mathrm{Im}\frac1q\right]^2.\qquad(5)$$

The first correction matters at 100 nm. The numerator of (3) contains $|1+\kappa_0/q|^{-4}\simeq e^{-4\kappa_0\mathrm{Re}(1/q)}$, and in the denominator $r_s^2\simeq e^{-4\kappa_0/q}$. If the small phase from $\mathrm{Im}(1/q)$ is dropped, both amount to replacing $d$ by $d+2\,\mathrm{Re}(1/q)$. The field sees a gap widened by its penetration into each metal. This picture is accurate only while $1/|q|$ is well below $d$; at 100 nm it fails at low frequencies.

## Third contribution: p waves

Define $P=\kappa_1/\varepsilon$ and $p=P/\kappa_0$, so $r_p=(1-p)/(1+p)$ and $\mathrm{Im}\,r_p=-2\,\mathrm{Im}\,p/|1+p|^2$. Multiplying numerator and denominator of (3) by $|1+p|^4e^{2\kappa_0d}$ gives

$$\mathcal T_p=\frac{16(\mathrm{Im}\,p)^2}{|2(1+p^2)\sinh\kappa_0d+4p\cosh\kappa_0d|^2}\simeq\frac{4(\mathrm{Im}\,P)^2}{|\kappa_0^2d+2P|^2}.$$

The last form needs $\kappa_0d\ll1$ and $|p|\ll1$. The important waves have $\kappa_0^2\sim2|P|/d$, so both conditions reduce to $|P|d\ll1$. When also $\kappa_0\ll|q|$, $P\simeq q/\varepsilon$ is constant. With $x=\kappa_0^2$,

$$N_p=\frac1{4\pi}\int_0^\infty\frac{4(\mathrm{Im}\,P)^2\,dx}{(xd+2\,\mathrm{Re}\,P)^2+4(\mathrm{Im}\,P)^2}=\frac{|\mathrm{Im}\,P|\,|\arg P|}{2\pi d}.\qquad(6)$$

The integral is an arctangent, and its limits combine to the angle $|\arg P|$.

For $|\varepsilon|\gg1$, $q^2\simeq-\varepsilon k_0^2$, so $P\simeq-k_0^2/q$. Thus $\mathrm{Im}\,r_p\simeq2(k_0^2/\kappa_0)\,\mathrm{Im}(1/q)$ for $|P|\ll\kappa_0\ll|q|$. Comparison with $\mathrm{Im}\,r_s$ gives (1).

This has a simple meaning. The tangential magnetic field sets the surface current and so the loss. An s wave of unit electric amplitude has tangential magnetic field $\kappa_0/k_0$. A p wave of unit magnetic amplitude has tangential magnetic field 1. The losses differ by the square.

At very small gaps p waves gain a further part from $\kappa_0\gg k_p$. There $\kappa_1\simeq\kappa_0$ and $p\simeq1/\varepsilon$, so this part grows as $[\mathrm{Im}(1/\varepsilon)]^2/d^2$, times a logarithm. At 0.05 eV in the example below, $|\mathrm{Im}(1/\varepsilon)|\simeq\omega\gamma/\omega_p^2=1.9\times10^{-5}$. In the local model this part stays far below (4) even at 1 nm. That model was compared with a nonlocal one only at 10 nm and 100 nm, so this estimate is not a prediction for real metals at 1 nm.

## Weighing the contributions

The example takes rough values for gold: plasma energy 9 eV and damping 0.03 eV. These give a conductivity of $3.6\times10^7$ S/m and $1/k_p=21.9$ nm. The temperature is 300 K.

First fix the photon energy at 0.05 eV and $\kappa_0=1/(100\ \mathrm{nm})$. The normal magnetic field inside is 0.38 of the incident one; the normal electric field is $7\times10^{-5}$ of it. The absorption factors are $\mathrm{Im}\,r_s=0.078$ and $\mathrm{Im}\,r_p=8.7\times10^{-5}$, a ratio of about 900. Equation (1), with $c/\omega=21.9\times9/0.05=3940$ nm, gives $39.4^2\simeq1550$. It is too high because $\kappa_0/|q|\simeq0.24$ is not very small.

Now count channels at the same energy:

- **s, zero gap:** $s=0.05/\sqrt{0.05^2+0.03^2}=0.857$, so (4) gives $0.122/(8\pi\times21.9^2)$ per nm², or 10.1 per µm².
- **s, 100 nm:** $1/q=21.9\sqrt{1+0.6i}\simeq22.8+6.3i$ nm. Equation (5) gives 0.46 per µm². The widened gap of 146 nm reduces this by $1.46^4\simeq4.5$ to 0.10, near the full value 0.094.
- **p, 100 nm:** $k_0^2=1/3940^2$ nm⁻² and $|\arg P|=2.87$, so (6) gives 0.0019 per µm², which agrees with the full value.

Summing over thermal frequencies gives these coefficients in W/(m²K):

| Gap (nm) | s evanescent | p evanescent | propagating |
|---:|---:|---:|---:|
| 10 | 1390 | 6.2 | 0.13 |
| 30 | 510 | 2.1 | 0.086 |
| 100 | 64 | 0.61 | 0.037 |
| 300 | 3.7 | 0.21 | 0.014 |
| 1000 | 0.078 | 0.062 | 0.004 |

The p column follows $1/d$, as (6) requires. The s coefficient tends to 2970 at zero gap but is about half that at 10 nm, where $k_pd\simeq0.46$ is not yet small. At larger gaps it falls more slowly than $d^{-4}$, because penetration widens the effective gap, most of all at low frequency. The total at 100 nm is 10.5 times the blackbody value.

The end of the window follows from (5) and (6). At fixed frequency, $N_s=N_p$ when

$$d^3\simeq\frac{6\zeta(3)\,\mathrm{Im}(1/q)}{k_0^2\,|\arg P|}.$$

This gives about 630 nm at 0.05 eV, which is somewhat too large because (5) leaves out the widening of the gap by penetration. At 0.013 eV, the median photon energy of the s heat at a 100 nm gap, it gives about 2300 nm. Lower frequencies keep the s channel ahead to larger gaps. In the full thermal sum, s evanescent waves equal all the others at 1070 nm.

Conductivity acts in opposite senses on the two polarisations when the gap is below the penetration depth and $\omega\ll\gamma$. At 0.001 eV and a 10 nm gap, with the plasma energy held fixed, tenfold damping multiplies the s channels by 0.12 and the p channels by 3.2. The limits predict factors near $1/10$ and $\sqrt{10}$. At large gaps the s trend reverses: for $\omega\ll\gamma$, (5) contains $[\mathrm{Im}(1/q)]^2\simeq\gamma/(2\omega k_p^2)$, which grows with damping.

## Real gaps

The conductivity used is near that of good gold, roughly $4\times10^7$ S/m. The absolute coefficients depend on this choice. At 100 nm the s value is 55 W/(m²K) for damping 0.025 eV, and 88 W/(m²K) for plasma energy 8.5 eV with damping 0.045 eV. In both cases the s share stays near 99 % and the crossover near 1070 to 1080 nm. The gas pressures quoted below scale with the s value. The assumption of local response needs a check, since the electron mean free path of 31 nm is comparable with the penetration depth: $1/|q|$ is about 24 nm at 0.05 eV and 35 nm at 0.013 eV. A nonlocal calculation with Boltzmann electrons and specular surfaces raises the s coefficient from 64 to 67 W/(m²K) at 100 nm, and from 1390 to 1620 at 10 nm. The p coefficient rises by 6 to 7 % at both gaps, so the ordering stands at these two gaps. A bound-electron background of 10 in $\varepsilon$ changes the 100 nm s value by less than 0.1 %. At 400 K, with damping scaled in proportion to temperature, that value becomes 85 W/(m²K).

The surroundings matter more. When the molecular mean free path is much longer than the gap, molecules strike a wall at the rate $p_g/\sqrt{2\pi mT}$ per area, where $p_g$ is the gas pressure and $m$ the molecular mass. For a diatomic gas each carries on average $3T$: $2T$ of translation, because faster molecules strike more often, and $T$ of rotation. With full thermal accommodation, nitrogen then conducts 159 W/(m²K) per Torr, and 0.40 Torr equals the s heat at 100 nm. Electron tunnelling through a 5 eV barrier is negligible at that gap.

A solid filling matters far more than gas. A 100 nm oxide layer conducts roughly $10^7$ W/(m²K), which makes the radiative part irrelevant. The result therefore concerns evacuated gaps. For the s heat to exceed conduction by nitrogen, the pressure must be below 0.40 Torr at 100 nm and below about 0.0005 Torr at 1 µm. Conduction through the supports must also be small. Roughness, tilt, adsorbed or oxide surface layers and films thinner than the penetration depth are outside this model, and their effect is not estimated here. The numerical output below lists the values used.

## Values computed for the example and the checks

```
plasma energy 9.0 eV, damping 0.030 eV, T 300 K
dc conductivity 3.63e+07 S/m
c/plasma frequency 21.9 nm
thermal energy kT 0.0259 eV
Fermi velocity 1.4e+06 m/s, mean free path 30.7 nm
At photon energy 0.05 eV, decay constant 1/(100 nm):
  permittivity -23823 + 14294 i
  Im r_s 0.0782, Im r_p 0.000087
  normal B inside / incident 0.378
  normal E inside / incident 0.000072
  s channels, gap to zero 10.114 per um2
  s channels, 100 nm gap 0.0941 per um2
  p channels, 100 nm gap 0.001855 per um2
Tenfold damping, 0.001 eV, 10 nm gap, channels change by factor:
  s 0.117, p 3.196
largest error, noise-to-Joule test 2.1e-04 (relative)
Heat coefficients in W/(m2 K): s evan., p evan., propagating
  gap    10 nm: 1386, 6.159, 0.1292
  gap    30 nm: 508, 2.05, 0.0855
  gap   100 nm: 63.57, 0.6148, 0.0372
  gap   300 nm: 3.657, 0.205, 0.01365
  gap  1000 nm: 0.07775, 0.06154, 0.004206
s evanescent, gap to zero 2973 W/(m2 K)
blackbody 6.124 W/(m2 K)
total at 100 nm / blackbody 10.5
s share of total at 100 nm 98.98 %
s equals all other waves at gap 1072 nm
median photon energy of s heat, 100 nm: 0.0132 eV
Nonlocal electrons, W/(m2 K): s evan., p evan.
  gap    10 nm: 1624, 6.526
  gap   100 nm: 67.01, 0.6515
background permittivity 10, 100 nm: s 63.59 W/(m2 K)
400 K, damping scaled, 100 nm: s 84.76 W/(m2 K)
nitrogen conduction 158.7 W/(m2 K) per Torr
nitrogen pressure that equals s heat 0.40 Torr
tunnelling factor, 5 eV barrier: 10^(-995)
```
